# Choosing the displacement step for cubic force constants

## The physical situation

In an insulating crystal, heat is carried mainly by lattice vibrations. If the forces between atoms were strictly linear in the displacements, the normal modes would not exchange energy. The leading departure from linearity is described by the cubic force constants. In lowest-order perturbation theory they set the three-phonon scattering rates, which are quadratic in them. If all cubic constants are wrong by a common small fraction, these rates are wrong by twice that fraction.

When an electronic-structure program supplies forces but not these third derivatives, the derivatives can be taken numerically: atoms are moved by a small step \(h\) and the changes in force are combined. The user must choose \(h\). If it is too large, higher anharmonic terms contaminate the result. If it is too small, the wanted force change sinks into the error of the force calculation. The best compromise follows from the sizes of these two errors.

## What the four calculations measure

Let \(E\) be the potential energy of the lattice and \(u_i,u_j,u_k\) Cartesian displacements of atoms. The conventions are

\[
F_k=-\frac{\partial E}{\partial u_k},\qquad
\Phi_{ijk}=\frac{\partial^3E}{\partial u_i\,\partial u_j\,\partial u_k},
\]

with derivatives taken at the reference structure. For two different coordinates \(i\) and \(j\), the force \(F_k\) is computed at the four combinations \(u_i=\pm h\), \(u_j=\pm h\), all other atoms staying in place. The estimate is

\[
D(h)=-\frac{F_k(h,h)-F_k(h,-h)-F_k(-h,h)+F_k(-h,-h)}{4h^2}.
\]

To see what it contains, write \(f=-F_k\) and let \(f_{ab}\) be its derivative taken \(a\) times in \(u_i\) and \(b\) times in \(u_j\). For a smooth energy,

\[
f(u_i,u_j)=\sum_{a,b}\frac{f_{ab}}{a!\,b!}\,u_i^a u_j^b .
\]

Set \(u_i=sh\) and \(u_j=th\), where \(s,t=\pm1\). The sign of each force in the combination is the product \(st\), so the term \((a,b)\) is multiplied by

\[
\sum_{s,t}st\,s^a t^b=\Big(\sum_s s^{a+1}\Big)\Big(\sum_t t^{b+1}\Big).
\]

Each bracket is 2 if its power is even and 0 if it is odd. The product is therefore 4 when \(a\) and \(b\) are both odd, and zero otherwise. Dividing by \(4h^2\) gives

\[
D(h)=f_{11}+h^2\,\frac{f_{31}+f_{13}}{6}
+h^4\left(\frac{f_{51}}{120}+\frac{f_{33}}{36}+\frac{f_{15}}{120}\right)+\dots
\]

The first term is \(\Phi_{ijk}\). A residual force at the reference structure cancels, as does any force that depends on one of the two displacements alone. This includes the harmonic forces, which in the worked case below are much larger than the cubic signal. The leading truncation error is \(Ah^2\), with

\[
A=\frac{\Phi_{iiijk}+\Phi_{ijjjk}}{6}.
\]

It comes from fifth derivatives of the energy. Fourth derivatives drop out because they enter with one even power.

## How force noise enters

Suppose that each computed force carries an error of zero mean and standard deviation \(\sigma\), that the four errors are independent, and that \(\sigma\) does not depend on \(h\). Variances then add, whatever the signs in the combination:

\[
\text{variance of }D=\frac{4\sigma^2}{(4h^2)^2}=\frac{\sigma^2}{4h^4},
\qquad
\text{standard deviation}=\frac{\sigma}{2h^2}.
\]

The total error is \(Ah^2\) plus noise of zero mean, so the cross term vanishes on averaging. With the \(h^4\) truncation term neglected, the mean square error is

\[
\epsilon^2(h)=A^2h^4+\frac{\sigma^2}{4h^4}
=\left(|A|h^2-\frac{\sigma}{2h^2}\right)^2+\sigma|A| .
\]

The second form follows by completing the square: the cross term of the bracket is \(-\sigma|A|\), which the last term restores. The bracket cannot be less than zero, and it vanishes when \(|A|h^2=\sigma/(2h^2)\). Hence, for \(A\neq0\),

\[
\boxed{\,h_*=\left(\frac{\sigma}{2|A|}\right)^{1/4},\qquad
\epsilon_*=\sqrt{\sigma|A|}\,}
\]

At the best step, truncation and noise contribute equally. The quarter power arises because one error grows as \(h^2\) while the other falls as \(h^{-2}\), so their ratio varies as \(h^4\). Reducing the force noise by a factor of 100 reduces the best step by about 3.2 and the least error by 10.

**The cost of a wrong step.** At \(h=sh_*\), where \(s\) is now any positive factor, the two squared contributions are \(s^4\) and \(s^{-4}\) times their common value \(\epsilon_*^2/2\). Therefore

\[
\frac{\epsilon(sh_*)}{\epsilon_*}=\sqrt{\frac{s^4+s^{-4}}{2}} .
\]

Halving or doubling the step raises the error by a factor of 2.83. An error in the estimate of \(A\) or \(\sigma\) matters much less. If either is wrong by a factor of two, then \(s^4\) is 2 or 1/2, and the error rises by a factor \(\sqrt{1.25}\), or 12%.

**One step for many constants.** Suppose that one value of \(h\) is applied to many constants, labelled \(n\), with coefficients \(A_n\). If each is obtained from four independent forces with the same \(\sigma\), the average of their mean square errors is \(\langle A_n^2\rangle h^4+\sigma^2/(4h^4)\). This is the previous expression with \(|A|\) replaced by \(\sqrt{\langle A_n^2\rangle}\), and so is the best common step. This criterion weights absolute errors equally; small constants may still have large relative errors.

## A worked case: a bond in an MgO-like crystal

Consider a rocksalt crystal of rigid ions with round parameters: spacing \(r_0=0.21\) nm, charges \(\pm1.7\,e\), and an exponential repulsion of range \(\rho=0.03\) nm between nearest neighbours. The energy of a neighbouring Mg–O pair is

\[
\varphi(r)=-\frac{C}{r}+b\,e^{-(r-r_0)/\rho},
\qquad C=1.43996\times1.7^2=4.1615\ \text{eV nm}.
\]

The strength \(b\) follows from zero pressure. Per Mg–O formula unit, the crystal energy is \(-MC/r+6b\,e^{-(r-r_0)/\rho}\), with Madelung constant \(M=1.74757\) and six bonds. Its derivative vanishes at \(r_0\) if \(MC/r_0^2=6b/\rho\), so

\[
b=\frac{\rho MC}{6r_0^2}=0.8246\ \text{eV}.
\]

Let \(u\) be the displacement of Mg along the bond and \(v\) that of the neighbouring O, both positive from Mg towards O. The force is read on the same O, so \(j\) and \(k\) are the same coordinate while \(i\) differs. In this pair model, the only energy term that depends on both displacements is \(\varphi(r_0+v-u)\). Thus \(f=\varphi'(r_0+v-u)\) plus terms in \(v\) alone. Each derivative in \(u\) brings a minus sign, giving

\[
\Phi=f_{11}=-\varphi''',\qquad f_{31}=f_{13}=-\varphi^{(5)},\qquad
A=-\frac{\varphi^{(5)}}{3}.
\]

The derivatives at \(r_0\) are

\[
\varphi'''=\frac{6C}{r_0^4}-\frac{b}{\rho^3}=-17\,700\ \text{eV/nm}^3,
\]

\[
\varphi^{(5)}=\frac{120C}{r_0^6}-\frac{b}{\rho^5}
=-2.811\times10^7\ \text{eV/nm}^5 .
\]

The repulsion outweighs the Coulomb part in both. Hence \(\Phi=17\,700\) eV/nm³ (17.7 eV/Å³) and \(A=9.370\times10^6\) eV/nm⁵.

**The four forces.** Direct summation over a block of 512 ions at \(h=0.003\) nm gives, in eV/nm:

- \(F(h,h)=-3.927308\)
- \(F(h,-h)=4.279598\)
- \(F(-h,h)=-3.739784\)
- \(F(-h,-h)=3.826881\)

The signed sum is \(-0.640241\) eV/nm. Dividing its negative by \(4h^2=3.6\times10^{-5}\) nm² gives \(D=17\,784\) eV/nm³. The excess over \(\Phi\) is 84.4 eV/nm³, against a predicted \(Ah^2\) of 84.3 eV/nm³. The oxygen is not at the centre of the finite block and feels a force of 0.0295 eV/nm at rest. That force cancels in the signed sum.

**The best step.** Take a force noise of \(\sigma=0.001\) eV/nm, a chosen value. Then

\[
h_*=\left(\frac{0.001}{2\times9.370\times10^6}\right)^{1/4}\text{nm}
=0.00270\ \text{nm}=0.0270\ \text{Å},
\]

\[
\epsilon_*=\sqrt{0.001\times9.370\times10^6}\ \text{eV/nm}^3
=96.8\ \text{eV/nm}^3 ,
\]

which is 0.55% of \(\Phi\).

The scaling was tested without using the formula for the optimum. Random errors, 100,000 sets of four, were added to the block's forces, and the step with the least sampled root-mean-square (rms) error was sought numerically:

| \(\sigma\) (eV/nm) | best \(h\) (nm) | rms error (eV/nm³) |
|---|---|---|
| 0.00001 | 0.000855 | 9.68 |
| 0.0001 | 0.001520 | 30.6 |
| 0.001 | 0.002702 | 96.8 |
| 0.01 | 0.004801 | 306.5 |
| 0.1 | 0.008514 | 972.9 |

The fitted exponent is 0.2496. At half and twice the best step for \(\sigma=0.001\) eV/nm, the sampled errors are 274.5 and 275.5 eV/nm³, close to the expected 2.83 times the minimum.

The exponent falls slightly below 1/4 because of the next truncation term. Write the truncation error as \(Ah^2(1+\kappa h^2)\). To first order in \(\kappa\), its square is \(A^2(h^4+2\kappa h^6)\). Setting the derivative of the mean square error to zero gives

\[
4A^2h^3+12A^2\kappa h^5=\frac{\sigma^2}{h^5}
\quad\Rightarrow\quad
h^8(1+3\kappa h^2)=h_*^8,
\]

so \(h\approx h_*(1-\tfrac38\kappa h_*^2)\). At \(\sigma=0.001\) eV/nm the \(h^4\) term is 0.076 eV/nm³ and \(Ah_*^2\) is 68.4 eV/nm³, so \(\kappa h_*^2=0.0011\). At \(\sigma=0.1\) eV/nm, \(h_*^2\) is ten times larger and the predicted reduction is 0.4%. The sampled step of 0.008514 nm lies 0.4% below the uncorrected 0.00855 nm.

## Finding the step when \(A\) is unknown

In a real calculation \(A\) is not known beforehand. Two pilot estimates, at \(h\) and \(2h\), supply it. To order \(h^2\), \(D(2h)-D(h)=4Ah^2-Ah^2\), so

\[
A\approx\frac{D(2h)-D(h)}{3h^2}.
\]

The pilot steps should be larger than the expected \(h_*\), so that the difference stands above the noise, yet small enough for the \(h^4\) term to remain minor. In the example, one noisy pair at 0.005 and 0.010 nm gave 17,897 and 18,652 eV/nm³. Hence \(A\approx1.007\times10^7\) eV/nm⁵, which is 7.5% above the true value. The step derived from it is 0.00265 nm, 1.8% below \(h_*\), because the fourth root divides a small relative error by four.

The other input is \(\sigma\). It should describe the scatter that enters the difference, such as the spread of forces from separately converged calculations at one displaced structure. A convergence threshold is not automatically the same quantity. A practical sequence is:

1. Estimate \(\sigma\) from repeated forces.
2. Estimate \(A\) for several of the largest cubic constants from pilot steps.
3. Set \(h=(\sigma/2A_{\rm rms})^{1/4}\), where \(A_{\rm rms}\) is the root mean square of these estimates.
4. If the resulting error \(\sqrt{\sigma A_{\rm rms}}\) is too large, changing \(h\) alone cannot help. Either reduce the force noise or combine two steps as \([4D(h)-D(2h)]/3\), which cancels the \(h^2\) error and allows a larger \(h\). In the worked model, this combination lowers the least error from 97 to about 19 eV/nm³ at \(h\approx0.0066\) nm, with the same \(\sigma\) and eight forces.

Averaging \(N\) independent repeats replaces \(\sigma\) by \(\sigma/\sqrt N\). The least error then falls only as \(N^{-1/4}\), and sixteen repeats are needed to halve it. Tighter convergence is preferable wherever it lowers \(\sigma\) more cheaply.

## Cases that change the rule

**Both displacements on one coordinate.** If \(i=j\), the two displacements add, and the four points become \(2h,0,0,-2h\). The estimate is

\[
D=\frac{f(2h)-2f(0)+f(-2h)}{4h^2}
=f''+\frac{h^2}{3}f''''+\dots
\]

The coefficient of \(h^2\) is again \(A\), now with \(i=j\). If the central force is computed once and reused, its error is doubled rather than averaged. The variance is \((1+4+1)\sigma^2/(16h^4)\), and the noise is \(\sqrt6\,\sigma/(4h^2)\). Equating this with \(|A|h^2\) gives

\[
h_*=\left(\frac{\sqrt6\,\sigma}{4|A|}\right)^{1/4}.
\]

For two displacements of the Mg ion in the example, \(|A|\) is unchanged and \(h_*=0.00284\) nm. The sampled least error is 106.9 eV/nm³. Three forces then serve instead of four, at the price of an error about 10% larger.

**Correlated noise.** Let every pair of the four errors have correlation \(c\), with \(0\le c<1\). The signs sum to zero, so the sum of their products over distinct pairs is \((0^2-4)/2=-2\). The variance of the signed sum is \(\sigma^2[4+2c(-2)]=4\sigma^2(1-c)\). All results hold with \(\sigma\) replaced by \(\sigma\sqrt{1-c}\). A simple case is an error made of a part common to all four forces, with variance \(c\sigma^2\), and an independent part with variance \((1-c)\sigma^2\). The common part cancels exactly in the signed sum. For \(c=0.6\) this leaves \(\sqrt{0.4}=0.6325\) of the noise of fully independent errors.

**Smooth force errors.** An inadequate basis or an approximate functional may add an error that varies smoothly with the displacements. Since \(D\) is linear in the forces, it then also contains minus the mixed second derivative of that force error. To leading order this does not depend on \(h\), and no choice of step removes it.

**A vanishing quadratic term.** If \(A=0\) and the truncation error is \(Bh^4\) with \(B\neq0\), the mean square error is \(B^2h^8+\sigma^2/(4h^4)\). Setting its derivative to zero gives \(8B^2h^7=\sigma^2/h^5\), or

\[
h_*=\left(\frac{\sigma^2}{8B^2}\right)^{1/12}\propto\sigma^{1/6}.
\]

The test function \(f=xy+x^3y-xy^3+x^3y^3\) has \(f_{31}=6\) and \(f_{13}=-6\), which cancel. Its fitted exponent is 0.1667. The quarter power thus requires \(A\neq0\) as well as a small step.

## What limits the result in a real crystal

The parameters are rough MgO-like values. The model's bulk modulus is 166 GPa, while that of real MgO is roughly 160 GPa. This agreement does not validate the cubic constant, which depends on higher derivatives.

The most serious assumption among those sized here is that the ions are rigid. Giving oxygen a rough polarizability of 0.002 nm³, without letting the induced dipoles act on one another, changes \(\Phi\) by about \(-1300\) eV/nm³, or \(-7\%\). Letting them interact makes the reduction much larger, roughly a quarter of \(\Phi\). A first-principles force calculation contains electronic polarization, so this is a fault of the model and not of the difference formula. The effect on \(A\) is greater still, because higher derivatives weight the short-range dipole terms more strongly. Even without interaction between the dipoles, \(A\) falls by about three quarters and \(h_*\) rises to about 0.0039 nm. With interaction, \(A\) nearly cancels: it is slightly negative for a polarizability of 0.0020 nm³ and positive for 0.0017 nm³. The worked values of \(A\) and \(h_*\) therefore illustrate the method and are not recommendations for real MgO, where \(A\) should be estimated from the actual forces. Covalency, general many-body forces and second-neighbour repulsion are also left out, and their effects were not sized.

Two further effects concern the use of the constant. In a periodic supercell, displacing Mg also displaces its images. For a cell of side 0.84 nm, this adds about 170 eV/nm³, or 1%, in the pair model. At 300 K, neighbouring ions treated as independent oscillators have a relative rms motion of 0.0073 nm along each axis, well above \(h_*\). Averaging the third derivative over this motion adds about 500 eV/nm³, or 3%. Independent oscillators understate the effect: with the phonons of the same rigid-ion model, the relative motion along the bond is about 0.0085 nm and the shift about 700 eV/nm³, or 4%.

Both shifts exceed the 97 eV/nm³ left by noise and truncation. For these parameters, a larger supercell and a treatment of thermal motion deserve attention before the force noise is reduced further. The numerical output below gives most of the values to more digits.

## Values computed for the example and the checks

```
Mg-O spacing = 0.21 nm; charge = 1.7 e
repulsion range = 0.03 nm; ions in block = 512
Coulomb constant e^2/(4 pi eps0) = 1.43996 eV nm
Madelung constant = 1.74757
bond repulsion energy at equilibrium = 0.82455 eV
bulk modulus of model = 166.4 GPa
third pair derivative = -17700.0 eV/nm^3
fifth pair derivative = -2.8109e+07 eV/nm^5
cubic constant Phi = 17700.0 eV/nm^3 = 17.700 eV/A^3
truncation coefficient A = 9.3698e+06 eV/nm^5
A seen in block forces at h=0.001 nm = 9.3712e+06 eV/nm^5
worked step h = 0.003 nm
force at (+1h,+1h) = -3.927308 eV/nm
force at (+1h,-1h) = 4.279598 eV/nm
force at (-1h,+1h) = -3.739784 eV/nm
force at (-1h,-1h) = 3.826881 eV/nm
force at rest in block = 0.029532 eV/nm
four-force estimate = 17784.4 eV/nm^3
its truncation error = 84.44 eV/nm^3
predicted A h^2 = 84.33 eV/nm^3
its noise, sigma/(2h^2) = 55.56 eV/nm^3
chosen force noise sigma = 0.0010 eV/nm
optimal step, formula = 0.002703 nm = 0.02703 A
least rms error, formula = 96.80 eV/nm^3
least rms error / Phi = 0.547 %
sampled: sigma=1e-05 eV/nm, h=0.000855 nm, rms=9.68 eV/nm^3
sampled: sigma=1e-04 eV/nm, h=0.001520 nm, rms=30.60 eV/nm^3
sampled: sigma=1e-03 eV/nm, h=0.002702 nm, rms=96.81 eV/nm^3
sampled: sigma=1e-02 eV/nm, h=0.004801 nm, rms=306.50 eV/nm^3
sampled: sigma=1e-01 eV/nm, h=0.008514 nm, rms=972.90 eV/nm^3
fitted exponent of optimal step = 0.2496
rms error at half the best step = 274.5 eV/nm^3
rms error at twice the best step = 275.5 eV/nm^3
noise ratio at correlation 0.6 = 0.6325
repeated coordinate: sampled best h = 0.002840 nm
repeated coordinate: formula h = 0.002843 nm
repeated coordinate: rms error = 106.93 eV/nm^3
exponent when A vanishes = 0.1667
pilot steps = 0.005 and 0.010 nm
pilot estimates = 17897.0 and 18652.4 eV/nm^3
pilot A = 1.0072e+07 eV/nm^5
optimal step from pilot = 0.002654 nm
neglected h^4 term at best h = 0.076 eV/nm^3
supercell side = 0.84 nm
periodic images add 174.2 eV/nm^3 (0.98 %)
rough O polarizability = 0.002 nm^3
induced dipoles add -1281.8 eV/nm^3 (-7.24 %)
site spring constant = 1308.8 eV/nm^2
relative rms motion per axis at 300 K = 0.00725 nm
thermal averaging adds 493.8 eV/nm^3 (2.79 %)
```
